Anisotropic variational ground state of a donor in a silicon valley

**The problem**

A donor in silicon binds an electron whose wavefunction is built from conduction-band states near one valley. Take the valley axis along z. The slowly varying envelope F then obeys an effective-mass equation with the Hamiltonian

H = −(∂²/∂x² + ∂²/∂y²)/(2m_t) − (∂²/∂z²)/(2m_l) − 1/(εr).

The algebra is in atomic units: ħ, the free-electron mass, the elementary charge and 4πε₀ are all 1. Masses are in units of the free-electron mass, and energy is measured from the valley edge, so a bound state has E < 0 and its binding energy is −E. The model assumes a parabolic band, a uniform static dielectric constant ε, a single valley, and no potential specific to the donor atom.

The trial function, with positive lengths a and b, is

F = (πa²b)^(−1/2) exp[−√((x² + y²)/a² + z²/b²)].

Model parameters, treated as exact inputs: m_l = 0.916, m_t = 0.190, ε = 11.4. They are chosen to resemble silicon, where the values are roughly 0.92, 0.19 and 11; the extra digits in the results serve only to compare approximations within the model. For conversion, the atomic unit of energy is 27.2114 eV and that of length is 0.529177 Å. Write β = b/a and γ = m_t/m_l.

**(a) Show that F is normalised and find its kinetic energy.**

*Answer.* Set x = ax′, y = ay′, z = bz′, and let r′ be the length of (x′, y′, z′). The volume element is a²b d³r′, which cancels the factor a²b in F². What remains is the density of φ = π^(−1/2) exp(−r′), and

∫φ² d³r′ = (1/π) · 4π ∫₀^∞ r′² exp(−2r′) dr′ = 4 · (2/8) = 1.

For the kinetic energy, integrate by parts, so that −∫F ∂²F/∂x² becomes ∫(∂F/∂x)². The surface term at infinity vanishes because F decays exponentially. The cusp at the origin adds nothing: the gradient is bounded there, and the area of a small surrounding sphere tends to zero.

Since ∂/∂x = (1/a)∂/∂x′ and ∂φ/∂x′ = −(x′/r′)φ,

∫(∂F/∂x)² d³r = (1/a²)⟨x′²/r′²⟩ = 1/(3a²).

The value 1/3 follows because φ² is spherical and the three averages ⟨x′²/r′²⟩, ⟨y′²/r′²⟩, ⟨z′²/r′²⟩ are equal and add to 1. The y direction gives the same result, and the z direction gives 1/(3b²). Therefore

T = (1/(2m_t)) · 2/(3a²) + (1/(2m_l)) · 1/(3b²) = 1/(3m_t a²) + 1/(6m_l b²).

**(b) Find the potential energy for b < a.**

*Answer.* Let u = z′/r′ be the cosine of the polar angle in the scaled coordinates. The true distance from the donor is

r = √(a²(x′² + y′²) + b²z′²) = r′√(a²(1 − u²) + b²u²).

The average of 1/r is thus a radial average times an angular one. The radial factor is

⟨1/r′⟩ = 4∫₀^∞ r′ exp(−2r′) dr′ = 4 · (1/4) = 1.

The angular factor is half the integral over u from −1 to 1, which equals the integral from 0 to 1 because the integrand is even:

⟨1/r⟩ = ∫₀¹ du/√(a²(1 − u²) + b²u²) = (1/a)∫₀¹ du/√(1 − (1 − β²)u²).

With s = √(1 − β²), the last integral is arcsin(s)/s. For 0 < β < 1, arcsin(s) = arccos(β), since the angle with cosine β has sine s. Hence

V = −B(β)/(εa), B(β) = arccos(β)/√(1 − β²).

As β → 1 the integrand tends to 1, so B → 1, the spherical value. As β → 0, B → π/2: flattening the charge into a disc at fixed a strengthens the attraction by a finite factor only.

**(c) Minimise the energy over a at fixed β.**

*Answer.* Substituting b = βa gives

E = A/a² − B/(εa), A(β) = 1/(3m_t) + 1/(6m_l β²).

Setting the derivative to zero,

dE/da = −2A/a³ + B/(εa²) = 0, so a = 2εA/B.

This is a minimum, since dE/da is negative for smaller a and positive for larger a. At this radius

T = A/a² = B²/(4Aε²),
V = −B/(εa) = −B²/(2Aε²),
E = T + V = −B²/(4Aε²).

Thus T = −E and V = 2E, the virial relation for a Coulomb potential. It holds here because the trial family allows a uniform change of scale. At fixed shape, lengths grow as ε and energies fall as 1/ε².

**(d) Derive the equation that fixes β.**

*Answer.* The lowest energy belongs to the largest B²/A. Setting its logarithmic derivative to zero gives 2B′/B = A′/A, where primes on A and B denote d/dβ.

For B = arccos(β)/s, use d arccos(β)/dβ = −1/s and ds/dβ = −β/s:

B′ = −1/s² + β arccos(β)/s³ = (βB − 1)/s².

For A, put both terms over a common denominator:

A = (2β² + γ)/(6m_t β²).

Directly from its definition, A′ = −1/(3m_l β³) = −γ/(3m_t β³). Dividing,

A′/A = −2γ/[β(2β² + γ)].

The stationarity condition is therefore

2(βB − 1)/(s²B) = −2γ/[β(2β² + γ)].

Divide by −2 and multiply out the denominators:

β(1 − βB)(2β² + γ) = γs²B.

Collecting the terms in γ gives

2β³(1 − βB) = γ[s²B − β(1 − βB)].

With s² = 1 − β², the bracket is B − β²B − β + β²B = B − β. The result is

γ = 2β³(1 − βB)/(B − β).

The dielectric constant has dropped out: within this trial family the mass ratio alone fixes the shape, and ε sets the size.

Two limits check the equation. Near the sphere, put β = 1 − δ. Expanding the integral in (b) gives B ≈ 1 + (1 − β²)/6 ≈ 1 + δ/3. Then 1 − βB ≈ 2δ/3 and B − β ≈ 4δ/3, so γ → 1, as equal masses require. For strong anisotropy, B → π/2 and γ ≈ 4β³/π, so β ≈ (πγ/4)^(1/3). The orbital then flattens more slowly than √γ, the ratio that would make it spherical in coordinates where the kinetic energy is isotropic. The reason is seen at fixed volume a²b = a³β. There d ln b = −2 d ln a, so dT = [−2/(3m_t a²) + 2/(3m_l b²)] d ln a, and the kinetic energy alone is lowest at β = √γ. The attraction B/(εa) is then proportional to β^(1/3)B(β), which falls as β^(1/3) for small β. At fixed volume the Coulomb term therefore resists the flattening, although at fixed a it favours it.

**(e) Prove that a solution of (d) with β < 1 gives the lowest energy of the whole family, including b > a.**

*Answer.* Use the inverse lengths X = 1/a and Y = 1/b. The kinetic energy,

T = X²/(3m_t) + Y²/(6m_l),

is a strictly convex function of (X, Y). From the angular integral in (b), which holds for any ratio of b to a,

−V = (1/ε)∫₀¹ G du, G = D^(−1/2), D = (1 − u²)/X² + u²/Y².

It is enough to show that G is concave for each u. Differentiating,

∂G/∂X = (1 − u²)X^(−3)D^(−3/2),
G_XY = 3u²(1 − u²)/(X³Y³D^(5/2)) ≥ 0.

Subscripts denote second derivatives. Because G doubles when X and Y both double, and likewise for any positive factor, its first derivatives do not change along the direction (X, Y). This means

X G_XX + Y G_XY = 0, X G_XY + Y G_YY = 0.

Hence G_XX = −(Y/X)G_XY and G_YY = −(X/Y)G_XY. For any displacement (p, q) the second-order form is

G_XX p² + 2G_XY pq + G_YY q² = −G_XY[p√(Y/X) − q√(X/Y)]² ≤ 0.

So G is concave, V is convex, and E = T + V is strictly convex. A strictly convex function has at most one stationary point, and such a point is its global minimum. The change of variables from (a, β) to (X, Y) is smooth and invertible, so the point found through (c) and (d) is stationary in X and Y as well. No lower minimum exists elsewhere in the family.

**(f) Evaluate the optimum shape, radii and binding energy for silicon.**

*Answer.* The mass ratio is γ = 0.190/0.916 = 0.2074. Numerical solution of the shape equation gives

β = 0.57417, B = 1.17157.

Substitution confirms the root. With β³ = 0.18929 and βB = 0.67268,

2 × 0.18929 × 0.32732/(1.17157 − 0.57417) = 0.2074.

The kinetic coefficient is

A = 1/(3 × 0.190) + 1/(6 × 0.916 × 0.57417²) = 1.7544 + 0.5519 = 2.3063.

The two radii follow:

a = 0.529177 Å × 2 × 11.4 × 2.3063/1.17157 = 23.75 Å,
b = 0.57417 × 23.75 Å = 13.64 Å.

The binding energy is

−E = 27.2114 eV × 1.17157²/(4 × 2.3063 × 11.4²) = 0.03115 eV,

or about 31 meV. The separate parts are T = 0.03115 eV and V = −0.06231 eV, in agreement with the virial relation.

The minimum is shallow in the shape. With a re-optimised at each fixed β, the binding energies are:

β = 0.4: 0.02896 eV
β = 0.5: 0.03083 eV
β = 0.6: 0.03112 eV
β = 0.7: 0.03055 eV
β = 0.8: 0.02953 eV

Near a minimum the energy loss is quadratic in the error of β, so a modest error in shape costs little energy.

The radii also show why such a state is hard to hold in a periodic supercell. Along a transverse axis the density falls as exp(−2x/a). For it to drop by a factor e⁴ midway between a donor and its periodic image, the repeat distance must be 4a, about 95 Å. This figure belongs to the model envelope; a more strongly bound real donor decays somewhat faster.

**(g) Compare with the best spherical trial function, and explain why flattening lowers the energy.**

*Answer.* For b = a, B = 1 and

A(1) = 1/(3 × 0.190) + 1/(6 × 0.916) = 1.7544 + 0.1819 = 1.9363.

The radius is 2εA(1), or 23.36 Å, and the binding energy is

27.2114 eV × 1/(4 × 1.9363 × 11.4²) = 0.02703 eV.

The anisotropic function gains 0.03115 − 0.02703 = 0.00412 eV. Its transverse radius is almost that of the sphere; the main change is the contraction along z.

To see why this pays, start from the best sphere and reduce β by a small δ at fixed a. The kinetic energy rises by −A′(1)δ/a² = δ/(3m_l a²). The attraction strengthens by δ/(3εa), because B ≈ 1 + δ/3. The ratio of cost to gain, with a = 2εA(1), is

ε/(m_l a) = 1/(2m_l A(1)) = 3γ/(2 + γ).

This is below 1 whenever γ < 1, so a sphere is never the optimum when the longitudinal mass is the heavier. Here the ratio is 0.28: squeezing the orbital along its heavy axis costs about a quarter of what it gains, until the rising kinetic energy restores the balance.

**(h) What kind of bound has been obtained, and how good is the trial function?**

*Answer.* The expectation value of H in any normalised trial state is at or above the ground-state energy of H. The calculated E is thus an upper bound on that energy, and 0.03115 eV is a lower bound on the binding energy of this model. It is not a bound on the binding energy of a real donor, whose Hamiltonian is different.

The bound alone does not say how much is missing. An independent calculation diagonalises the same H in a large set of Gaussians exp[−α(x² + y²) − κz²] with many values of α and κ. It gives a binding energy of 0.03120 eV, again a lower bound. Two sets with the same values of α but different ratios κ/α agree to about 4 × 10⁻⁹ eV; this tests only the choice of ratios. The radial flexibility is tested separately: for equal masses the same code reproduces the hydrogen energy −0.5 to within 10⁻⁴, a relative error below 2 × 10⁻⁴. The gain over the two-parameter function, taken before rounding, is 0.00004 eV, roughly 0.1% of the Gaussian-basis binding. These two checks are numerical evidence that the Gaussian result is converged to a small fraction of this gain, not a rigorous limit on the remaining error.

**(i) Phosphorus in silicon is bound by roughly 0.046 eV. Can a better envelope or a different ε account for the difference?**

*Answer.* The shortfall is 0.046 − 0.031 = 0.015 eV, about 15 meV. The much more flexible Gaussian envelope recovers only 0.00004 eV, so the discrepancy lies in the model and not in the trial function.

Because the binding energy scales as 1/ε², matching phosphorus through ε alone would require

ε = 11.4 × √(0.03115/0.046) ≈ 9.4.

That would be a fit, not an explanation. The Hamiltonian contains nothing that identifies the donor, so with any fixed ε it predicts the same binding for every singly charged donor. Close to the nucleus the potential depends on the donor's core and is not screened by the full static ε. The effective-mass description is also least secure there, since it requires a potential that varies slowly on the scale of the lattice.

**(j) Silicon has six equivalent valleys. Let a short-range potential act among their six ground states, with a real diagonal element d, an element g between opposite valleys and an element f between perpendicular ones. Find the level shifts to first order.**

*Answer.* Without the coupling, the six states are degenerate: each has the envelope found above, oriented along its own axis. The short-wavelength part of the Coulomb attraction also couples valleys; it is either neglected here or counted in g and f, since symmetry gives it the same matrix form. Neglect their overlaps, which are small: each state is built mainly from wavevectors near its own valley, and Bloch states of different wavevector are orthogonal. First-order degenerate perturbation theory then requires the eigenvalues of the 6 × 6 matrix of d, g and f. Order the valleys as +x, −x, +y, −y, +z, −z.

The symmetric combination (1, 1, 1, 1, 1, 1) receives in each row one d, one g and four f. Its shift is

d + g + 4f, once.

An odd combination such as (1, −1, 0, 0, 0, 0) has no net coupling to the other axes, because the two f contributions cancel. Its shift is

d − g, three times, one for each axis.

The remaining states are even on each axis, with amplitudes that add to zero, for example (1, 1, −1, −1, 0, 0). The first row gives d + g − 2f and the last gives f(1 + 1 − 1 − 1) = 0, as an eigenvector requires. The shift is

d + g − 2f, twice.

These six states are independent and exhaust the space. As a check, the shifts add up to 6d, the trace of the matrix.

A contact potential at the donor site illustrates the consequence. Its elements are products of the valley wavefunctions at that site. If these six amplitudes are equal and the potential is attractive, then d = g = f = −U with U > 0. The symmetric state moves down by 6U and the other five do not move: their contributions at the donor site cancel.

The omitted short-range potential can therefore deepen the ground state selectively, and its strength can differ from one donor to another. That makes it a candidate for the missing 0.015 eV. The elements d, g and f have not been calculated here, so this argument establishes neither their size nor how the shortfall divides between central-cell attraction and valley coupling. If the shift is a sizeable fraction of the binding energy, as it is for phosphorus, the envelope itself should contract, and a first-order treatment with a fixed envelope is no longer quantitative.

The numerical check tests the energy formulas by direct integration, the minimum by free two-parameter searches, and the six-valley shifts by diagonalisation.

Calculated quantities

```
longitudinal mass (free-electron masses): 0.916
transverse mass (free-electron masses): 0.190
dielectric constant (no unit): 11.4
mass ratio m_t/m_l (no unit): 0.20742
optimum beta = b/a (no unit): 0.57417
B at optimum (no unit): 1.17157
A at optimum (atomic units): 2.30630
transverse radius a (angstrom): 23.751
longitudinal radius b (angstrom): 13.637
kinetic energy (eV): 0.031153
potential energy (eV): -0.062306
trial binding energy (eV): 0.031153
trial binding energy (meV): 31.15
binding at fixed beta = 0.4 (eV): 0.028963
binding at fixed beta = 0.5 (eV): 0.030835
binding at fixed beta = 0.6 (eV): 0.031122
binding at fixed beta = 0.7 (eV): 0.030548
binding at fixed beta = 0.8 (eV): 0.029534
spherical trial radius (angstrom): 23.362
spherical trial binding (eV): 0.027033
gain from anisotropic shape (eV): 0.004120
Gaussian-basis binding (eV): 0.03120
gain over trial function (eV): 0.00004
difference of two Gaussian sets (eV): 3.9e-09
phosphorus binding, rough input (eV): 0.046
shortfall of trial binding, rough (eV): 0.015
dielectric constant needed, rough (no unit): 9.4
```
